Dipole polarisabilities of Zn, Cd and Hg at two light speeds

**Question**

I am working on an exercise in relativistic density functional theory. It asks for the static dipole polarisabilities of Zn, Cd and Hg at two values of the speed of light, by a finite field or by the Sternheimer equation, and wants me to show that relativity puts mercury below cadmium.

I have a radial Dirac–Kohn–Sham program for spherical atoms, and I am stuck in three places. First, a uniform field destroys the spherical symmetry, so I do not see how a radial program can be used at all. Second, each Dirac orbital seems to couple to several others, and I cannot get the angular factors right. Third, the induced density changes the potential, which changes the induced density again. And once I have the numbers, how do I tell whether relativity is responsible for the order, rather than mercury simply being a different atom?

**Answer**

You can keep the radial program. To first order in the field, the angular dependence can be worked out by hand, and radial equations remain. Changing c and nothing else then answers your last question within the chosen model.

**The model and the meaning of a large c**

I use Hartree atomic units, a point nucleus, and the local density approximation (Slater exchange with VWN correlation) at both values of c. The Breit interaction is left out. With the rest energy subtracted, an orbital is

ψ = (1/r) (P Ω_κm , iQ Ω_−κm),

where Ω_κm is a spin-angular function with j = |κ| − ½. Its orbital momentum is l = κ for κ > 0 and l = −κ − 1 for κ < 0. The radial equations are

V P + c(−Q′ + κQ/r) = εP
c(P′ + κP/r) + (V − 2c²)Q = εQ.

The second one gives (2c² + ε − V)Q = c(P′ + κP/r). When 2c² dominates the bracket,

Q ≈ (P′ + κP/r)/(2c).

Inserting this in the first equation gives

−½(d/dr − κ/r)(P′ + κP/r) + VP = εP.

Multiplying out, the terms κP′/r and −κP′/r cancel:

(d/dr − κ/r)(P′ + κP/r) = P″ − κ(κ+1)P/r².

For either sign of κ, κ(κ+1) = l(l+1), so this is the radial Schrödinger equation. A large c therefore switches relativity off without a change of program. The leading correction goes as 1/c². I take c = 137.036 and 30 times that value, so the remaining relativistic shift is roughly 1/900 of the physical one.

In a finite basis, build the functions for Q from those for P with the operator d/dr + κ/r. Otherwise the basis may be unable to reproduce the relation between Q and P, and the kinetic energy comes out wrong.

**Which orbitals the field couples**

Let the field F point along z. An electron has charge −1, so its energy changes by +Fz = F r cosθ. The electrons rearrange, and each one feels a total first-order potential

F v₁(r) cosθ.

That its angular part is again cosθ follows from the filled shells: the unperturbed atom is spherical, so its linear response to a cosθ perturbation is also proportional to cosθ.

The function cosθ conserves m, reverses parity and changes j by at most one. From κ this leaves κ′ = −κ (same j, other l) and the two κ′ of the same sign as κ with |κ′| = |κ| ± 1; the lower one is absent for |κ| = 1. Define

b_m = ⟨Ω_κ′m| cosθ |Ω_κm⟩,  A = Σ_m b_m².

The small components carry Ω_−κm = −(σ·r̂)Ω_κm. Because σ·r̂ commutes with cosθ and squares to one, they have the same b_m.

Take κ′ = −κ first. The Pauli matrices obey σ_z(σ·r̂) + (σ·r̂)σ_z = 2cosθ. Hence

b_m = −⟨Ω_κm|(σ·r̂) cosθ|Ω_κm⟩
 = −½⟨Ω_κm|(σ·r̂)σ_z(σ·r̂) + σ_z|Ω_κm⟩
 = −½(⟨σ_z⟩_−κ + ⟨σ_z⟩_κ).

The projection theorem gives ⟨σ_z⟩ = m[j(j+1) + ¾ − l(l+1)]/[j(j+1)]. For l = j − ½ the square bracket in the numerator is j + 1, and for l = j + ½ it is −j. The two values are m/j and −m/(j+1), and κ and −κ supply one of each:

b_m = −½ m[1/j − 1/(j+1)] = −m/[2j(j+1)].

With Σ_m m² = j(j+1)(2j+1)/3 and k = |κ| = j + ½,

A(κ → −κ) = (2j+1)/[12 j(j+1)] = 2k/[3(4k² − 1)].

The other weights follow from a sum rule. Summed over all κ′, the squares give Σ_m⟨cos²θ⟩. A filled shell is spherical, so this is (2j+1)/3 = 2k/3. Let U_k be the weight between |κ| = k and |κ′| = k + 1; it is the same in both directions. Then

U_k + U_(k−1) = 2k/3 − 2k/[3(4k² − 1)] = (2k/3)(4k² − 2)/(4k² − 1),

with U₀ = 0. The solution is

U_k = 2k(k+1)/[3(2k+1)].

To check it, insert it on the left:

(2k/3)[(k+1)/(2k+1) + (k−1)/(2k−1)] = (2k/3)(4k² − 2)/(4k² − 1).

It also vanishes at k = 0, and the recurrence fixes all later values. For an s shell the weights are 2/9 to p₁/₂ and 4/9 to p₃/₂. Their sum, 2/3, is ⟨cos²θ⟩ = 1/3 for each of two electrons.

**The Sternheimer equation**

Write the perturbed orbital as ψ_a + Fψ_a⁽¹⁾. The terms linear in F are

(h − ε_a)ψ_a⁽¹⁾ = −v₁ cosθ ψ_a + ε_a⁽¹⁾ψ_a.

The first-order energy ε_a⁽¹⁾ is the mean value of an odd function in a state of definite parity, so it is zero. The degenerate states of one shell cause no trouble either, since the perturbation has no matrix elements among them.

Now set ψ_a⁽¹⁾ = Σ_κ′ b_m x_κ′, where x_κ′ has radial components P_x and Q_x and the angular functions of κ′. Projecting on κ′ cancels b_m from both sides:

(h_κ′ − ε_a) x_κ′ = −v₁ φ_a,  φ_a = (P_a, Q_a).

This is a radial linear system for each pair (a, κ′). It needs no list of excited states.

You may worry that x_κ′ contains other occupied orbitals, which the Pauli principle should forbid. The admixture of b in a has the coefficient −⟨b|v₁|a⟩/(ε_b − ε_a), and that of a in b has the opposite sign. Both multiply the same A and the same product of orbitals, so they cancel in the total density.

**From orbitals to the polarisability**

The first-order density is F n₁(r)cosθ. Define its radial moment

D₁(r) = r² ∫ n₁(r) cos²θ dΩ = (4π/3) r² n₁(r).

The density is Σψ†ψ, and its linear part is twice the real part of Σψ_a†ψ_a⁽¹⁾. Multiplying by cosθ and integrating over angles supplies a second factor b_m, so

D₁ = 2 Σ_a,κ′ A (P_a P_x + Q_a Q_x),

where a runs over filled shells, since A already contains the sum over m. The induced dipole is minus the integral of z times the induced density, because electrons are negative. Setting it equal to αF gives

α = −∫ r D₁(r) dr.

Hydrogen checks the signs and factors. In the non-relativistic limit φ = 2r e^(−r), ε = −½ and v₁ = r. The p-wave equation is

(−½ d²/dr² + 1/r² − 1/r + ½)x = −2r² e^(−r).

Try x = −y e^(−r) with y = 2r² + r³. The left side becomes e^(−r) times

½y″ − y′ − y/r² + y/r = (2 + 3r) − (4r + 3r²) − (2 + r) + (2r + r²) = −2r²,

as required. One electron has half the filled-shell weight, 1/3, so

α = (2/3)∫ r · 2r e^(−r) · (2r² + r³)e^(−r) dr = (4/3)(2·24/32 + 120/64) = 9/2.

The radial program gives 4.500.

**Closing the loop**

The induced charge creates its own potential. Expand 1/|r − r′| in Legendre polynomials; a density proportional to cosθ′ selects the l = 1 term, whose angular integral is (4π/3)cosθ. The Hartree part is therefore

(4π/3)∫ r′² n₁(r′) r_</r_>² dr′ = ∫ D₁(r′) r_</r_>² dr′,

with r_< and r_> the smaller and larger of r and r′. The exchange-correlation potential changes by f_xc n₁, where f_xc = dv_xc/dn. Since n₁ = 3D₁/(4πr²),

v₁(r) = r + ∫ D₁(r′) r_</r_>² dr′ + 3 f_xc(r) D₁(r)/(4πr²).

The Sternheimer equation makes D₁ linear in v₁; write D₁ = χv₁. Write the last two terms above as K D₁. Then v₁ = r + Kχv₁, or

(1 − Kχ)v₁ = r.

On a radial grid this is one matrix equation, so the circular dependence needs no iteration. Using v₁ = r instead gives the unscreened value.

A finite field is an independent route. You solve the full Kohn–Sham problem with +Fz included and divide the dipole by F. For a spherical atom the dipole is odd in F, so the error of the quotient starts at order F². This needs a program that does not assume spherical symmetry. For non-relativistic Zn with F = 0.002 it gives 38.3, against 38.5 from the radial method. At an artificial c = 60, where relativity is strong even in Zn, the radial Dirac result is 27.1. A finite field with a spin-free two-component Hamiltonian gives 26.7, about 1.5 % below the radial value. The two Hamiltonians are not identical, and the finite Gaussian basis may contribute too, since the non-relativistic pair already differs by 0.6 %.

**The three atoms**

The polarisabilities in atomic units are:

Zn: 38.5 at large c, 36.2 at physical c
Cd: 52.8 at large c, 44.7 at physical c
Hg: 55.2 at large c, 33.9 at physical c

Relativity lowers α by 6 %, 15 % and 39 % of the large-c value. The difference between cadmium and mercury is

large c: 52.77 − 55.23 = −2.46
physical c: 44.68 − 33.92 = 10.76 (10.77 from the unrounded values).

In this model the order reverses: without relativity mercury lies slightly above cadmium, and with it mercury lies well below. The change of about 13.2 exceeds the final gap, because it must first undo the opposite order. The atoms, the functional and the numerical method are the same on both lines, so the reversal is due to c. The relativistic shift still left in mercury at large c is of the order of 21/900, a few hundredths of an atomic unit, and far too small to matter. Changing the radial basis moves physical mercury by about 0.02 in either direction (33.94 in a coarser basis, 33.91 with much tighter functions at the nucleus), and going from 30c to infinite c moves the large-c difference from −2.46 to about −2.48. The second decimal of the mercury values and of the two differences, and the last digit of the mercury value in Å³ below, are therefore uncertain; the order is not.

At the physical c the values are 5.36 Å³ for Zn, 6.62 Å³ for Cd and 5.03 Å³ for Hg. Mercury is thus below zinc as well.

**Why mercury drops so far**

Look at the outer s shell. From large to physical c, the mercury 6s energy falls from −0.205 to −0.262 hartree, and its mean radius shrinks from 3.07 to 2.68 bohr. For the cadmium 5s orbital the changes are smaller: −0.204 to −0.219 hartree, and 3.00 to 2.87 bohr.

A rough formula shows what this does to α. For one s electron without screening, second-order perturbation theory gives 2Σ_n|⟨n|z|s⟩|²/(ε_n − ε_s). Replace the denominators by one mean excitation energy Δ. Completeness turns the sum into ⟨z²⟩ = ⟨r²⟩/3, and two electrons give

α ≈ 4⟨r²⟩/(3Δ).

As a further approximation, let ⟨r²⟩ scale as ⟨r⟩² and Δ as the binding energy |ε_s|. For mercury, going from large to physical c, this predicts the ratio

(2.679/3.074)² × (0.2052/0.2623) = 0.760 × 0.782 = 0.59.

The full calculation gives 33.92/55.23 = 0.61. The closeness is partly accidental: the estimate describes the s shell alone, and the outer s part of α, discussed below, changes by the ratio 27.73/53.38 = 0.52. With the size factor 0.76, that ratio implies an excitation factor near 0.52/0.76 = 0.68, so the binding energy understates how much Δ grows. Both factors matter: the shell is smaller, and it is harder to excite. Comparing mercury with cadmium at physical c gives

(2.679/2.867)² × (0.2188/0.2623) = 0.873 × 0.834 = 0.73,

against 33.92/44.68 = 0.76. At large c the same estimate is 1.05, and the computed ratio also rounds to 1.05. The two binding energies are then nearly equal and the mercury shell is slightly larger, which is consistent with mercury lying on top, but the estimate is too crude to settle a 5 % difference.

The estimate ignores screening, which is not small: for physical mercury the unscreened value is 69.4, about twice the final one. Screening cancels only roughly in the ratios. The fraction it leaves is 0.50 for mercury at large c and 0.49 at physical c, and 0.53 for cadmium at both. The unscreened mercury-to-cadmium ratios are 69.41/84.92 = 0.82 and 109.49/100.38 = 1.09, further from the estimates 0.73 and 1.05 than the screened ones. The estimate gives the direction and rough size of the effect, and its two-figure agreement with the totals should not be read as accuracy.

You can also split D₁ by the occupied orbital it comes from. The outer s part of mercury falls by 25.7, from 53.4 to 27.7, while the total falls by 21.3. The rest therefore rises by about 4.3, from 1.9 to 6.2. The split needs some care: every part responds to the same screened potential v₁, which the outer s electrons largely determine, so the rest is not the polarisability of the inner shells on their own. It can grow because those shells become softer, or because the contracted s shell screens them less. The 5d₅/₂ level does rise from −0.452 to −0.344 hartree, which makes a more polarisable d shell a plausible part of the reason for the increase. The calculation does not separate that from the change in screening, so I would call it a conjecture.

**How far to trust the order**

The large-c difference between mercury and cadmium is less than 5 % of either polarisability. Another functional could change its size or even its sign, so "relativity reverses the order" is a statement about this model. The relativistic lowering of mercury is 21.3 and that of cadmium 8.1. Their difference is what brings mercury clearly below cadmium here, and it is much larger than the large-c difference.

The local density approximation is also a reason not to take the digits for experimental values: its potential decays too quickly outside the atom, in the region where the outer electrons respond. The angular reduction also depends on filled shells. In an open-shell atom the density need not be spherical, and α can depend on the orientation of the atom.

The numerical check below covers the angular weights, the Dirac levels, the finite-field comparisons, the order of Hg and Cd at physical c, and that more than half of that gap is due to c. The reversal at large c is printed but not asserted.

Values computed for the example and the checks

```
physical c = 137.036 a.u.; large c = 4111.1 a.u.
largest relative error, Dirac levels at Z=80: 1.6e-04
hydrogen polarisability: 4.5000 a.u.
Zn, physical c: alpha = 36.16 a.u.
   unscreened 64.08, outer s part 34.77 a.u.
   outer s: energy -0.2285 hartree, <r> 2.630 bohr
   outer d5/2 energy -0.3780 hartree
Cd, physical c: alpha = 44.68 a.u.
   unscreened 84.92, outer s part 42.70 a.u.
   outer s: energy -0.2188 hartree, <r> 2.867 bohr
   outer d5/2 energy -0.4271 hartree
Hg, physical c: alpha = 33.92 a.u.
   unscreened 69.41, outer s part 27.73 a.u.
   outer s: energy -0.2623 hartree, <r> 2.679 bohr
   outer d5/2 energy -0.3443 hartree
Zn, large c: alpha = 38.51 a.u.
   unscreened 68.35, outer s part 37.39 a.u.
   outer s: energy -0.2227 hartree, <r> 2.677 bohr
   outer d5/2 energy -0.3989 hartree
Cd, large c: alpha = 52.77 a.u.
   unscreened 100.38, outer s part 51.76 a.u.
   outer s: energy -0.2042 hartree, <r> 2.996 bohr
   outer d5/2 energy -0.4705 hartree
Hg, large c: alpha = 55.23 a.u.
   unscreened 109.49, outer s part 53.38 a.u.
   outer s: energy -0.2052 hartree, <r> 3.074 bohr
   outer d5/2 energy -0.4524 hartree
Zn: relativistic reduction of alpha 6.1 %
Cd: relativistic reduction of alpha 15.3 %
Hg: relativistic reduction of alpha 38.6 %
alpha(Cd) - alpha(Hg), physical c: 10.77 a.u.
alpha(Cd) - alpha(Hg), large c: -2.46 a.u.
relativistic change of the gap / gap at physical c: 1.229
Hg: drop of alpha 21.32 a.u., of its outer s part 25.66 a.u.
Zn, physical c: alpha = 5.358 cubic angstrom
Cd, physical c: alpha = 6.622 cubic angstrom
Hg, physical c: alpha = 5.026 cubic angstrom
Zn finite field, field strength 0.002 a.u.
Zn finite field, no relativity: 38.27 a.u.
Zn at c = 60 a.u.: Sternheimer 27.13 a.u.
Zn at c = 60 a.u.: finite field 26.73 a.u.
Hg, physical c, other radial basis: 33.94 a.u.
```
